# How Gaussian barrier uncertainty raises the mean predicted rate

## Two equally likely barrier errors

A precursor molecule decomposes in one elementary step. A calculation gives its barrier with an error that is equally likely to be $+RT\ln 2$ or $-RT\ln 2$, where $R$ is the gas constant and $T$ the temperature. The mean error is zero.

Let the rate constant depend on the molar barrier $E$ as

$$
k(E)=A\,e^{-E/RT},
$$

with a known prefactor $A$. Raising the barrier by $RT\ln2$ halves the rate, and lowering it by the same amount doubles the rate. If $k_0$ is the rate at the central barrier, the mean is

$$
\frac12\left(\frac{k_0}{2}+2k_0\right)=\frac54\,k_0 .
$$

The barrier errors cancel on average, but the rate errors do not: the fast case gains $k_0$, while the slow case loses only $k_0/2$.

For errors $\pm\sigma$ of any size, the same average gives

$$
\frac{\langle k\rangle}{k_0}
=\frac{e^{-\sigma/RT}+e^{\sigma/RT}}{2}
=\cosh s,\qquad s=\frac{\sigma}{RT}.
$$

The dimensionless number $s$ compares the uncertainty with the thermal energy. As $s\to0$ the bias disappears, and $\cosh s=1+s^2/2+s^4/24+\cdots$ shows that it begins at second order.

## What is being averaged

Write the barrier as $E=E_0+\delta$, where $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=\sigma^2$. The temperature is fixed, and the angle brackets denote an average over the uncertainty, not over thermal motion. Since

$$
k(E_0+\delta)=A e^{-E_0/RT}e^{-\delta/RT}=k_0e^{-\delta/RT},
$$

the quantity needed is

$$
B=\frac{\langle k\rangle}{k_0}=\left\langle e^{-\delta/RT}\right\rangle .
$$

There are two ways to read this average.

In the first, $E_0$ is the true barrier and $\delta$ is the error of a level of theory. One method applied to one reaction gives one number, so the distribution must refer to something wider, such as a class of reactions for which the method's errors are comparable. The true barriers in that class may differ. The relevant average is then that of $k_{\rm predicted}/k_{\rm true}=e^{-\delta/RT}$, which is again $B$.

In the second, $E_0$ is the best available estimate and $\delta$ describes what remains unknown about the true barrier. Then $Bk_0$ is the expected true rate, given that estimate.

The integral is the same, but the corrections are opposite. In the first reading, each prediction is divided by $B$ to make its mean equal to the true rate. In the second, the central prediction is multiplied by $B$ to obtain the expected true rate. The first average holds the truth fixed and the second holds the estimate fixed, so a correction must state which one it concerns. Each correction has a limit. Division by $B$ repairs the mean rate only: for a symmetric error it lowers the median prediction to $1/B$ of the truth and raises the bias of the mean lifetime $1/k$ from $B$ to $B^2$. Multiplication by $B$ requires that $E_0$ be the centre of the remaining uncertainty. A raw computed barrier need not be: if the true barriers of the class are known to cluster, the best estimate lies closer to the class mean, and the correction depends on the predicted value.

If the prefactor is also uncertain but independent of $\delta$, then $\langle Ae^{-\delta/RT}\rangle=\langle A\rangle\langle e^{-\delta/RT}\rangle$. The factor $B$ is unchanged, and $\langle A\rangle$ replaces $A$. A correlation between prefactor and barrier would invalidate this separation.

## The direction of the bias for any zero-mean error

The upward direction does not require a Gaussian. For every real $x$,

$$
e^x\ge 1+x,
$$

because the exponential is convex and $1+x$ is its tangent at $x=0$. Equality holds only at $x=0$. Put $x=-\delta/RT$ and average:

$$
B\ge 1-\frac{\langle\delta\rangle}{RT}=1 .
$$

The inequality is strict if $\delta$ has any spread, provided that the average exists. The size of $B$, however, depends on the shape of the distribution.

## The Gaussian error

Now let $\delta$ have the normalized density

$$
p(\delta)=\frac{1}{\sigma\sqrt{2\pi}}
\exp\left(-\frac{\delta^2}{2\sigma^2}\right),
\qquad -\infty<\delta<\infty .
$$

Then

$$
B=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\left(-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{RT}\right)d\delta .
$$

To complete the square, take $-1/(2\sigma^2)$ out of the exponent:

$$
-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{RT}
=-\frac{1}{2\sigma^2}\left(\delta^2+\frac{2\sigma^2}{RT}\delta\right).
$$

The bracket equals $(\delta+\sigma^2/RT)^2-(\sigma^2/RT)^2$. The subtracted term becomes positive when multiplied by $-1/(2\sigma^2)$:

$$
-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{RT}
=-\frac{(\delta+\sigma^2/RT)^2}{2\sigma^2}
+\frac{\sigma^2}{2(RT)^2}.
$$

The last term does not depend on $\delta$ and leaves the integral as a factor. What remains is a normalized Gaussian with a displaced centre. Its integral over the whole line is one, so

$$
\boxed{\langle k\rangle=k(E_0)\exp\left[\frac{\sigma^2}{2(RT)^2}\right]
=k_0e^{s^2/2}.}
$$

For barriers per molecule, $k_{\rm B}T$ replaces $RT$. The bias is a factor, not an added rate, and it is relative to the rate at the mean barrier.

For small $s$, $B=1+s^2/2+s^4/8+\cdots$. The second-order term agrees with that of the two-point error, but the fourth-order term is three times as large.

A uniform error provides another comparison. To have variance $\sigma^2$ it must extend from $-a$ to $a$ with $a^2/3=\sigma^2$, hence $a=\sqrt3\,\sigma$. Its factor is

$$
B_{\rm uniform}=\frac1{2a}\int_{-a}^{a}e^{-\delta/RT}d\delta
=\frac{RT}{2a}\left(e^{a/RT}-e^{-a/RT}\right)
=\frac{\sinh(\sqrt3\,s)}{\sqrt3\,s}.
$$

Since $\sinh x/x=1+x^2/6+x^4/120+\cdots$, this is $1+s^2/2+3s^4/40+\cdots$. For a given shape of the error distribution, if the exponential average is finite at small $s$, the variance alone fixes the bias to second order; beyond that, the shape matters.

## A decomposition at 500 K

Take round model parameters: $E_0=150$ kJ/mol, $\sigma=5$ kJ/mol and $T=500$ K. Let $A=k_{\rm B}T/h$, where $h$ is Planck's constant. This sets the ratio of partition functions and the transmission coefficient to one.

The thermal energy is $RT=4.1572$ kJ/mol, so

$$
s=\frac{5}{4.1572}=1.2027,\qquad \frac{s^2}{2}=0.7233,
\qquad B=e^{0.7233}=2.061 .
$$

With $A=1.0418\times10^{13}\ {\rm s^{-1}}$, the central rate is

$$
k_0=A e^{-150/4.1572}=2.227\times10^{-3}\ {\rm s^{-1}},
$$

and the mean rate is

$$
\langle k\rangle=2.061\,k_0=4.590\times10^{-3}\ {\rm s^{-1}} .
$$

An uncertainty of about three per cent of the barrier therefore doubles the mean rate. The relevant comparison is with $RT$, not with $E_0$. Direct quadrature of the rate over the barrier distribution gives the same factor as the formula, as the numerical output shows.

The second-order estimate $1+s^2/2$ gives 1.723, about 16 per cent below the Gaussian result. The uniform error gives 1.897, about 8 per cent below it. A heavier tail moves the factor the other way, and further. A Laplace error of the same variance, with density $e^{-|\delta|/b}/2b$ and $b=\sigma/\sqrt2$, gives $B=1/(1-s^2/2)=3.61$, and its average diverges for $s\ge\sqrt2$. At this value of $s$, the shape of the error distribution already affects the answer strongly.

## Which barriers produce the mean

The completed square also shows where the extra rate comes from. Weight each barrier by its contribution to the mean rate:

$$
p_k(\delta)=\frac{p(\delta)e^{-\delta/RT}}{B}
=\frac{1}{\sigma\sqrt{2\pi}}
\exp\left[-\frac{(\delta+\sigma^2/RT)^2}{2\sigma^2}\right].
$$

The weighted distribution has the original width, but its mean barrier is

$$
E_k=E_0-\frac{\sigma^2}{RT}=E_0-s\sigma .
$$

In the example the shift is $25/4.1572=6.01$ kJ/mol, so $E_k=143.99$ kJ/mol. The mean rate is controlled by barriers around this lower value.

It would be wrong to insert $E_k$ into the rate law to obtain $\langle k\rangle$. That would give $k_0e^{s^2}$, not $k_0e^{s^2/2}$. The smaller exponent reflects the lower probability of the barriers near $E_k$.

The same energy appears in the temperature dependence. Set $\beta=1/RT$ and let $E_0$ and $\sigma$ be independent of temperature. Then

$$
\ln\frac{\langle k\rangle}{A}=-\beta E_0+\frac{\beta^2\sigma^2}{2},
\qquad
-\frac{d}{d\beta}\ln\frac{\langle k\rangle}{A}=E_0-\beta\sigma^2=E_k .
$$

A finite-difference slope of the numerically averaged rate confirms this value. The slope here excludes the prefactor. For $A=k_{\rm B}T/h$, $A$ is proportional to $1/\beta$, so a slope of $\ln\langle k\rangle$ itself would contain an additional $1/\beta=RT$. The shifted barrier belongs to the averaged rate; each individual rate, at fixed $\delta$, has the slope $E_0+\delta$.

## Mean, median and spread

Taking the logarithm before averaging gives

$$
\langle\ln k\rangle=\ln k_0-\frac{\langle\delta\rangle}{RT}=\ln k_0 .
$$

The logarithm is unbiased. For a symmetric error such as the Gaussian, the median rate is also $k_0$: half of the barriers lie below $E_0$, and the rate decreases monotonically with the barrier. A skewed error of zero mean shifts the median. Thus the upward bias concerns the arithmetic mean, and does not say that most predictions are too fast.

The chance that one prediction exceeds the mean follows from

$$
k_0e^{-\delta/RT}>k_0e^{s^2/2}
\quad\Longleftrightarrow\quad
\frac{\delta}{\sigma}<-\frac{s}{2}.
$$

Its probability is $\Phi(-s/2)$, where $\Phi$ is the cumulative distribution of a standard normal variable. In the example this is 0.274. About 73 per cent of the predictions lie below the mean, which is held up by the faster minority.

For the spread, the square of the rate contains $e^{-2\delta/RT}$. Replacing $s$ by $2s$ in the Gaussian average gives $\langle k^2\rangle=k_0^2e^{2s^2}$. Hence

$$
\frac{\langle k^2\rangle-\langle k\rangle^2}{\langle k\rangle^2}
=\frac{e^{2s^2}}{e^{s^2}}-1=e^{s^2}-1 .
$$

The relative standard deviation, $\sqrt{e^{s^2}-1}$, is 1.80 in the example. For $N$ independent barriers, the relative standard error of the sample mean is this number divided by $\sqrt N$. Ten barriers would still leave $1.80/\sqrt{10}=0.57$, or 57 per cent. A small set of calculations therefore determines the mean rate poorly, even if its errors really are independent. With one million random barriers the standard error is 0.18 per cent; the sampled factor, 2.056, differs from 2.061 by about 0.27 per cent before rounding, or 1.5 standard errors, which is consistent with it.

## The lifetime is biased upward too

At a fixed barrier, the mean lifetime of the molecule is $\tau=1/k$. Its average over the uncertainty is

$$
\langle\tau\rangle=\frac{1}{k_0}\left\langle e^{+\delta/RT}\right\rangle
=\frac{1}{k_0}e^{s^2/2}.
$$

The sign of $\delta$ has changed, but a Gaussian centred at zero is symmetric, so the factor is the same. The central lifetime of 449 s becomes a mean lifetime of 926 s. The inverse of the mean rate is instead 218 s, and the two differ by

$$
\langle\tau\rangle\langle k\rangle=e^{s^2/2}e^{s^2/2}=e^{s^2}.
$$

There is no contradiction in both means being high. Low barriers dominate the mean rate, while high barriers dominate the mean lifetime. The quantity to average must follow from the question asked.

## A systematic error can hide the bias

Suppose that the barrier error has a mean $\mu$, so that it is $\mu+\delta$. The constant part leaves the average as a factor:

$$
\frac{\langle k\rangle}{k_0}
=e^{-\mu/RT}\left\langle e^{-\delta/RT}\right\rangle
=\exp\left(-\frac{\mu}{RT}+\frac{s^2}{2}\right).
$$

For $\sigma\to0$ this reduces to the ordinary effect of a shifted barrier. For finite $\sigma$, the mean rate is unbiased when

$$
\mu=RT\,\frac{s^2}{2}=\frac{\sigma^2}{2RT},
$$

which is 3.01 kJ/mol in the example. A method that overestimates barriers by this amount on average would give the correct mean rate at 500 K. Its median rate would be too low by the factor $e^{-s^2/2}$. Agreement of a mean rate is thus no proof that the barriers are unbiased, and the compensation changes with temperature.

## Changing the uncertainty and the temperature

The exponent is proportional to $\sigma^2/T^2$. At 500 K, the factor is 1.12 for $\sigma=2$ kJ/mol, 2.06 for 5 kJ/mol and 18.0 for 10 kJ/mol. Doubling the uncertainty from 5 to 10 kJ/mol multiplies the exponent by four, and so raises the factor to its fourth power.

At fixed $\sigma=5$ kJ/mol, the factor is 7.46 at 300 K, 2.06 at 500 K and 1.33 at 800 K. In the high-temperature limit $s\to0$ and the factor tends to one. This holds for an energy error of fixed width. An error in the activation entropy, that is in the prefactor, does not fade with temperature: an independent Gaussian error of 8 J/(mol K) multiplies the mean rate by about 1.59 at every temperature. A level of theory adequate for a hot reactor may therefore be inadequate for estimating the storage stability of the same precursor.

## Where the Gaussian formula fails

A Gaussian extends to negative barriers, where $Ae^{-E/RT}$ exceeds $A$ and no longer describes an activated step. It is not enough that such barriers are improbable, because the rate gives them a large weight.

Suppose first that only $E>0$ contributes, without renormalizing the distribution. The condition is $\delta>-E_0$. After completing the square, the integral is the probability that a Gaussian of mean $-\sigma^2/RT$ and width $\sigma$ exceeds $-E_0$. Therefore

$$
B_+=e^{s^2/2}\,
\Phi\left(\frac{E_0-\sigma^2/RT}{\sigma}\right).
$$

Alternatively, let the rate equal $A$ whenever $E\le0$. Since $A=k_0e^{E_0/RT}$ and the probability of $E\le0$ is $\Phi(-E_0/\sigma)$,

$$
B_{\rm cap}=B_+ +e^{E_0/RT}\Phi\left(-\frac{E_0}{\sigma}\right).
$$

The cap is a simple model used to expose the tail, not a theory of barrierless reactions.

Consider $E_0=30$ kJ/mol and $\sigma=10$ kJ/mol at 500 K. The mean barrier is three standard deviations above zero, and a negative barrier has a probability of only 0.00135. The rate-weighted mean, however, is

$$
E_k=30-\frac{100}{4.1572}=5.95\ {\rm kJ/mol},
$$

only about 0.6 standard deviations above zero. The untruncated factor is 18.0, the positive-barrier part is 13.1 and the capped factor is 14.9. Barriers with a probability of about one in a thousand thus supply 28 per cent of the untruncated mean.

The condition for neglecting negative barriers in the Gaussian average is therefore that $E_0-\sigma^2/RT$, and not merely $E_0$, lies several $\sigma$ above zero. In the 150 kJ/mol example it lies nearly 29 standard deviations above zero, and the unphysical tail is negligible. On cooling at fixed $\sigma$, the shift $\sigma^2/RT$ grows, so the condition eventually fails even for a high barrier, although for the 150 kJ/mol example only formally: negative barriers supply one per cent of the mean near 22 K. Well before that, the result depends on the tail of the assumed error distribution, which a variance alone cannot establish. For $\sigma=5$ kJ/mol at 300 K, the shift is already about $2\sigma$, so about half of the mean rate comes from barriers more than $2\sigma$ below $E_0$.

## Computed results

```
mean barrier E0 = 150.0 kJ/mol
barrier uncertainty sigma = 5.0 kJ/mol
temperature T = 500.0 K
thermal energy RT = 4.1572 kJ/mol
prefactor kB T/h = 1.0418e+13 1/s
s = sigma/RT = 1.2027 (no unit)
exponent s^2/2 = 0.7233 (no unit)
rate at mean barrier = 2.2270e-03 1/s
mean rate by quadrature = 4.5901e-03 1/s
bias factor by quadrature = 2.061166 (no unit)
bias factor by formula = 2.061166 (no unit)
second-order factor 1+s^2/2 = 1.7233 (no unit)
rate-weighted mean barrier = 143.9864 kJ/mol
rate-weighted barrier width = 5.0000 kJ/mol
apparent barrier from slope = 143.9864 kJ/mol
exp of mean log rate = 2.2270e-03 1/s
relative standard deviation of k = 1.8023 (no unit)
lifetime at mean barrier = 449.04 s
mean lifetime = 925.55 s
inverse of mean rate = 217.86 s
number of random barriers = 1000000
sampled bias factor = 2.056 (no unit)
sampled median/k(E0) = 0.998 (no unit)
sampled fraction above mean rate = 0.273 (no unit)
formula fraction above mean = 0.274 (no unit)
compensating systematic error = 3.0068 kJ/mol
mean rate/k(E0) with that error = 1.000000 (no unit)
uniform-error bias factor = 1.8974 (no unit)
factor at 500 K, sigma 2 kJ/mol = 1.1227 (no unit)
factor at 500 K, sigma 5 kJ/mol = 2.0612 (no unit)
factor at 500 K, sigma 10 kJ/mol = 18.0490 (no unit)
factor at 300 K, sigma 5 kJ/mol = 7.4565 (no unit)
factor at 500 K, sigma 5 kJ/mol = 2.0612 (no unit)
factor at 800 K, sigma 5 kJ/mol = 1.3265 (no unit)
low-barrier case E0 = 30.0 kJ/mol
low-barrier case sigma = 10.0 kJ/mol
low-barrier shifted mean = 5.9455 kJ/mol
probability of negative barrier = 0.00135 (no unit)
low-barrier untruncated factor = 18.0490 (no unit)
low-barrier positive-only factor = 13.0662 (no unit)
low-barrier capped factor = 14.9040 (no unit)
```
